# Uehling charge outside a nucleus is screening charge, yet strengthens binding

Consider the claim that, after renormalization, the vacuum charge induced at finite distance from a positive nucleus is positive, that the total induced charge is zero, and that binding is strengthened. The first part is false at leading order in the nuclear field. In the approximation stated below, linear in the nuclear field, the induced charge outside the nucleus is negative, the screening sign, and renormalization does not alter it there. This linear term decays exponentially with distance and does not dominate far from the nucleus. The term cubic in the field, not derived here, has the positive tail $2Z\alpha(Z\alpha)^2/(45\pi^2r^7)$ in the units below; for $Z=10$ it overtakes the linear term near $r\approx9$, inside the 1s radius $1/(Z\alpha)=13.7$, where both densities are already tiny. Renormalization adds positive charge where the nuclear charge itself sits. The total is then zero, and an electron is bound more strongly than by the Coulomb field of the measured charge.

The setting is a static nucleus, one electron-positron loop, first order in $\alpha$ and linear in the nuclear field. Lengths are in $\lambda=\hbar/mc=\alpha$ bohr, and charges are in units of $e$. The measured nuclear charge $Z$ is the one seen from far away.

## The counter-example: a nucleus with Z = 10

For a point nucleus the Uehling potential, derived in the second half, is

$$\phi(r)=\frac Zr\left[1+\int_1^\infty dt\,w(t)\,e^{-\mu r}\right],\qquad \mu=2t,$$

$$w(t)=\frac{2\alpha}{3\pi}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}\ge 0 .$$

Poisson's equation, $\nabla^2\phi=-4\pi\rho$, gives the charge density. For $r>0$ and a spherical function, $\nabla^2\phi=(r\phi)''/r$. The constant term in $r\phi$ drops out, and two derivatives of $e^{-\mu r}$ give $\mu^2e^{-\mu r}$:

$$\rho(r)=-\frac{Z}{4\pi r}\int_1^\infty dt\,w\,\mu^2e^{-\mu r}<0\qquad(r>0).$$

This already contradicts the claim at linear order. The charge enclosed within $r$ follows from Gauss's law:

$$Q(r)=-r^2\phi'(r)=Z\left[1+\int_1^\infty dt\,w\,(1+\mu r)e^{-\mu r}\right].$$

Numerical quadrature over $t$ gives $Q=10.0295$ at $r=0.1$ and $Q=10.0022$ at $r=1$. The shell between these radii therefore holds $10.0022-10.0295=-0.0273$. The enclosed charge exceeds $Z$ and falls towards $Z$ because the surrounding cloud is negative.

**The positive part.** A smooth nucleus shows where the compensating charge lies. By superposition, a nuclear density $\rho_{\rm nuc}$ produces the extra potential $\phi_{\rm ind}=4\pi\int dt\,w\,Y_\mu$, where

$$Y_\mu(\mathbf r)=\int d^3r'\,\rho_{\rm nuc}(\mathbf r')\frac{e^{-\mu|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|},\qquad \nabla^2Y_\mu=\mu^2Y_\mu-\rho_{\rm nuc}.$$

Hence

$$\rho_{\rm ind}=-\frac{\nabla^2\phi_{\rm ind}}{4\pi}=\int_1^\infty dt\,w\left[\rho_{\rm nuc}-\mu^2Y_\mu\right].$$

The first term is positive and lies on the nucleus; the second is a negative cloud. Take a Gaussian nucleus of standard deviation $0.01$ along each axis, a round model value. Its rms radius, 6.7 fm, is about twice that of a real $Z=10$ nucleus; for 3.0 fm the sign change below moves to $r=0.013$ and the inner charge to $+0.062$. Evaluating the $t$ integral by quadrature and locating the zero numerically, one finds that $\rho_{\rm ind}$ changes sign at $r=0.0280$, or $2.80$ standard deviations. Radial integration gives $+0.0499$ inside this radius and $-0.0499$ outside.

**The binding.** Now place one nonrelativistic electron around the point nucleus. In atomic units the Yukawa exponent is $\kappa=\mu/\alpha$, and the 1s radial density is $4Z^3r^2e^{-2Zr}$. The electron's potential energy is $-\phi$, so to first order

$$\Delta E_{1s}=-Z\int dt\,w\,4Z^3\int_0^\infty dr\,r\,e^{-(2Z+\kappa)r}
=-\int dt\,w\,\frac{4Z^4}{(2Z+\kappa)^2}.$$

Quadrature gives $-3.0\times10^{-4}$ hartree ($-8.2\times10^{-3}$ eV), to be compared with the Coulomb energy $-Z^2/2=-50$ hartree. The negative sign means stronger binding.

If the orbit is much larger than the cloud, $2Z$ may be dropped beside $\kappa=2t/\alpha$. Then $1/\kappa^2=\alpha^2/4t^2$, and the substitution $x=1/t$ gives

$$\int_1^\infty dt\,\frac{w}{t^2}
=\frac{2\alpha}{3\pi}\int_0^1dx\left(x+\frac{x^3}{2}\right)\sqrt{1-x^2}
=\frac{2\alpha}{3\pi}\left(\frac13+\frac1{15}\right)=\frac{4\alpha}{15\pi},$$

$$\Delta E_{1s}\simeq-Z^4\alpha^2\,\frac{4\alpha}{15\pi}=-\frac{4\alpha^3Z^4}{15\pi}.$$

This contact value is $-3.3\times10^{-4}$ hartree, and the first-order result is $0.92$ of it. The reduction comes from the factor $(1+2Z/\kappa)^{-2}$: since $\kappa\ge2/\alpha\approx274$ and $2Z=20$, it lies between $0.87$ and $1$. Relativistic wave functions, recoil, the electron's self-energy and higher loops are left out. The Dirac 1s wave function would enlarge the shift by 2%, to $-3.1\times10^{-4}$ hartree. The self-energy is of order $+5\times10^{-3}$ hartree, more than ten times larger and of opposite sign, so the stronger binding found here is the vacuum-polarization part alone, not the net radiative shift of a real ion.

## The correct general statement

Let $\rho_{\rm nuc}\ge0$ be static and localized, with total charge $Z>0$. Within the linear one-loop approximation:

1. The induced charge is negative wherever $\rho_{\rm nuc}=0$, before and after renormalization.
2. The renormalized induced charge integrates to zero. For a point nucleus this is understood with a cutoff kept, because its positive and negative parts diverge separately.
3. The induced potential is positive everywhere, and every bound Schrödinger level of one electron lies below its value without that potential.

## Proof

**The sign of the response.** Set $\hbar=m=c=1$, so that $e^2=\alpha$. The vacuum is the filled set of negative-energy Dirac states, with its uniform charge subtracted. Let an electron have potential energy $v$, with Fourier component $v(\mathbf q)$. First-order perturbation theory mixes filled states $o$ with empty states $e$, with denominators $\varepsilon_o-\varepsilon_e=-(E_++E_-)$, where $E_\pm=\sqrt{1+p_\pm^2}$ and $\mathbf p_\pm=\mathbf p\pm\mathbf q/2$. Either momentum may belong to the filled state. These two contributions are equal, so the number density changes by

$$\delta n(\mathbf q)=-2v(\mathbf q)\,I(q),\qquad I=\int\frac{d^3p}{(2\pi)^3}\frac{T}{E_++E_-}.$$

Here $T\ge0$ is the spin-summed squared overlap of positive-energy states at $\mathbf p_+$ with negative-energy states at $\mathbf p_-$. Electrons thus gather where $v$ is low, which is near a positive nucleus.

With $v=-\alpha\phi$, $\rho_{\rm ind}=-\delta n$ and $\phi=4\pi\rho_{\rm nuc}/q^2$,

$$\rho_{\rm ind}(\mathbf q)=-R(q)\rho_{\rm nuc}(\mathbf q),\qquad R=\frac{8\pi\alpha}{q^2}I .$$

**The overlap.** The projectors are $(1\pm h/E)/2$, with $h(\mathbf p)=\mathbf a\cdot\mathbf p+\beta$ and $\mathbf a,\beta$ the Dirac matrices. Since $\mathrm{Tr}\,h=0$ and $\mathrm{Tr}\,h(\mathbf p_+)h(\mathbf p_-)=4(\mathbf p_+\cdot\mathbf p_-+1)$,

$$T=1-\frac{\mathbf p_+\cdot\mathbf p_-+1}{E_+E_-}.$$

**The momentum integral.** Use $W=E_++E_-$ and $D=E_+-E_-$, with the $z$ axis along $\mathbf q$. From $E_+^2-E_-^2=2qp_z$ and $E_+^2+E_-^2=2+2p^2+q^2/2$,

$$p_z=\frac{WD}{2q},\qquad p^2=\frac{W^2+D^2}{4}-1-\frac{q^2}{4},\qquad E_+E_-=\frac{W^2-D^2}{4}.$$

The azimuthal integral gives $d^3p=\pi\,d(p^2)\,dp_z$. The Jacobian is

$$\frac W2\frac W{2q}-\frac D2\frac D{2q}=\frac{E_+E_-}{q}.$$

Since $\mathbf p_+\cdot\mathbf p_-=p^2-q^2/4$, the numerator becomes

$$TE_+E_-=\frac{W^2-D^2}{4}-\frac{W^2+D^2}{4}+\frac{q^2}{2}=\frac{q^2-D^2}{2}.$$

The condition $p^2\ge p_z^2$ reads $W^2-q^2-4\ge D^2(W^2-q^2)/q^2$. With $s=W^2-q^2$ and $B=\sqrt{1-4/s}$, this is $|D|\le qB$. Therefore

$$\int_{-qB}^{qB}dD\,\frac{q^2-D^2}{2}=q^3\left(B-\frac{B^3}{3}\right)=\frac{2q^3}{3}B\left(1+\frac2s\right).$$

Using $dW/W=ds/[2(s+q^2)]$,

$$I=\frac{1}{8\pi^2q}\int\frac{dW}{W}\,\frac{2q^3}{3}B\left(1+\frac2s\right)
=\frac{q^2}{24\pi^2}\int_4^\infty ds\,\frac{B(1+2/s)}{s+q^2}.$$

Put $s=\mu^2=4t^2$, so $ds=8t\,dt$ and $B=\sqrt{t^2-1}/t$. Then

$$R(q)=\frac{\alpha}{3\pi}\int_4^\infty ds\,\frac{B(1+2/s)}{s+q^2}=\int_1^\infty dt\,w(t)\,\frac{\mu^2}{\mu^2+q^2}.$$

This diverges logarithmically, so keep $t<t_{\max}$ for now. The transform of $1/(\mu^2+q^2)$ is $e^{-\mu r}/4\pi r$, so the unrenormalized cloud is $-\int dt\,w\,\mu^2Y_\mu$, which is negative everywhere.

**Renormalization.** At $q=0$ the response is $R(0)=L=\int dt\,w$. A distant observer therefore measures $Z=Z_{\rm source}(1-L)$, or $Z_{\rm source}=Z(1+L)$ to first order. Expressed through the measured charge, the total density is $(1+L-R)\rho_{\rm nuc}$, and the induced part is

$$(L-R)\rho_{\rm nuc}=\int dt\,w\,\frac{q^2}{\mu^2+q^2}\,\rho_{\rm nuc}.$$

The added term $L\rho_{\rm nuc}$ vanishes wherever $\rho_{\rm nuc}$ does, so it cannot change the sign outside the nucleus. This proves statement 1. Multiplying by $4\pi/q^2$ gives $4\pi\int dt\,w\,\rho_{\rm nuc}/(\mu^2+q^2)$, which is the Uehling potential used above.

For the point nucleus with $Z=10$, the source excess $ZL$ is $0.069$ at $t_{\max}=100$ and $0.140$ at $t_{\max}=10^4$. The density at $r=1$ is $-4.147\times10^{-4}$ in both cases, because pairs with $t>100$ enter there with $e^{-\mu r}<e^{-200}$. The cutoff affects the charge on the nucleus, while the cloud at fixed distance has a limit.

**Neutrality.** The factor $q^2/(\mu^2+q^2)$ vanishes at $q=0$, so each $t$ contributes zero total charge. For a smooth nucleus the cutoff can be removed: the bracket $\rho_{\rm nuc}-\mu^2Y_\mu$ equals $-\nabla^2\rho_{\rm nuc}$ convolved with the Yukawa function, whose integral is $1/\mu^2$, and $\int dt\,w/\mu^2$ converges. This proves statement 2.

**Binding.** Since $w$ and $Y_\mu$ are positive, $\phi_{\rm ind}>0$ everywhere. The electron's Hamiltonian changes from $H$ to $H+U$ with $U<0$. Let $E_n$ be the $n$th bound level of $H$. In the span of its lowest $n$ eigenfunctions, every normalized state has $\langle H\rangle\le E_n$ and $\langle U\rangle<0$, so the largest $\langle H+U\rangle$ in this finite-dimensional space is below $E_n$. By the min-max principle the $n$th level of $H+U$ is no higher than that. This proves statement 3.

## Why screening and stronger binding agree

For a spherical, neutral induced charge, the shells inside and outside $r$ give

$$\phi_{\rm ind}(r)=\frac{Q_{\rm ind}(r)}{r}+4\pi\int_r^\infty dr'\,r'\rho_{\rm ind}(r').$$

Neutrality means $Q_{\rm ind}(r)=-4\pi\int_r^\infty dr'\,r'^2\rho_{\rm ind}$, so

$$\phi_{\rm ind}(r)=-\frac{4\pi}{r}\int_r^\infty dr'\,r'(r'-r)\,\rho_{\rm ind}(r').$$

For $r$ in a negative outer cloud this is positive. Inside a smooth positive core that ends at a single sign change $r_0$, $(r\phi_{\rm ind})''=-4\pi r\rho_{\rm ind}<0$, so $r\phi_{\rm ind}$ is concave, vanishes at $r=0$ and is positive at $r_0$; it lies above its chord and is positive there too. With all signs reversed, a positive outer cloud around a negative core would make it negative everywhere and weaken binding. For a point nucleus, or a density with a single sign change, the three parts of the original claim therefore cannot hold together.

The two descriptions use different reference charges. Relative to the source charge $Z(1+L)$, the cloud screens. Relative to $Z$, which already includes the full screening seen from far away, an electron inside the cloud meets less screening and hence a stronger attraction.

All numerical values are calculated from the stated model.
